\section*{Exponential Relaxation of a Sputtered Atom's Mean Energy in a Gas, part 2}

Sputtered atoms of mass $m_1$, velocity $\mathbf v_1$ and energy $E=m_1v_1^2/2$ slow down in a uniform, dilute gas of atoms of mass $m_2$ and velocity $\mathbf v_2$. The gas is at rest as a whole and Maxwellian at temperature $T$, with density $n$; $k$ is Boltzmann's constant and $E_T=\tfrac32kT$. Collisions are elastic. In the example, energies are in eV, masses in u, lengths mostly in cm and relaxation times in $\mathrm{\mu s}$.

Write $M=m_1+m_2$, $\mu=m_1m_2/M$ and $\mathbf g=\mathbf v_1-\mathbf v_2$. A collision turns $\mathbf g$ into $\mathbf g'$ of equal length and leaves the centre-of-mass velocity $\mathbf V$ unchanged, where $\mathbf v_1=\mathbf V+(m_2/M)\mathbf g$. Scattering is isotropic if all directions of $\mathbf g'$ are equally likely.

With total cross-section $\sigma(g)$, the collision frequency $\nu=ng\sigma(g)$ is assumed independent of $g$. Partners are then drawn from the plain gas distribution. For isotropic scattering, the mean energy $\langle E\rangle$ over all sputtered atoms, initially $E_0$, follows the law
\begin{equation}
\boxed{\;\langle E\rangle(t)=\tfrac32kT+\left(E_0-\tfrac32kT\right)e^{-\kappa\nu t},
\qquad \kappa=\frac{2m_1m_2}{(m_1+m_2)^2}\;}
\label{eq:law}
\end{equation}

Atoms that have made exactly $j$ collisions have mean energy $\mathcal E_j$:
\begin{equation}
\mathcal E_{j+1}-E_T=(1-\kappa)(\mathcal E_j-E_T),\qquad
\mathcal E_j=E_T+(E_0-E_T)(1-\kappa)^j .
\end{equation}
The factors $(1-\kappa)^{\nu t}$ and $e^{-\kappa\nu t}$ seemed to contradict each other. They do not: at a given time the number of collisions varies between atoms, with a Poisson distribution of mean $\nu t$, and averaging over it gives $e^{-\kappa\nu t}$.

If $\chi$ is the angle between $\mathbf g$ and $\mathbf g'$, a mean cosine $c=\overline{\cos\chi}$ multiplies the energy relaxation rate by $1-c$. The momentum-transfer cross-section is $\sigma_m=\int(1-\cos\chi)\,d\sigma$. For a repulsive potential $C/r^s$ with $s>1$, and $b_0=(C/\mu g^2)^{1/s}$,
\begin{equation}
\sigma_m\propto b_0^2\propto g^{-4/s},\qquad
n\,g\,\sigma_m\propto g^{\,1-4/s}.
\label{eq:power}
\end{equation}
Hard spheres are the limit $s\to\infty$.

Q: Energy is one thing. How far does the atom get while it loses it?

A: Follow the velocity in the same way. One collision changes $\mathbf v_1$ by $(m_2/M)(\mathbf g'-\mathbf g)$. For isotropic scattering $\mathbf g'$ averages to zero, and the average of $\mathbf g=\mathbf v_1-\mathbf v_2$ over partners is $\mathbf v_1$. Hence
\begin{equation}
\frac{d\langle\mathbf v_1\rangle}{dt}=-\frac{m_2}{M}\,\nu\,\langle\mathbf v_1\rangle .
\label{eq:momentum}
\end{equation}
If all atoms start along the target normal with speed $v_0$, integrating the mean velocity gives the mean displacement
\begin{equation}
\langle x\rangle(t)=\ell\left(1-e^{-m_2\nu t/M}\right),\qquad
\ell=\frac{M}{m_2}\frac{v_0}{\nu}.
\label{eq:range}
\end{equation}
This holds without walls. The energy rate divided by the momentum rate is $\kappa M/m_2=2m_1/M$, so an atom heavier than the gas atoms loses its excess energy faster than its mean forward velocity.

Q: Now give me a case from a deposition chamber.

A: Take copper in argon at 10 mTorr and 400 K, with a target--substrate gap of 10 cm. Let each copper atom start with 5 eV along the normal. For the cross-section I choose a rough round value, $\sigma=0.20\ \mathrm{nm^2}$ at the initial speed. It is an assumed value, and probably a generous one: the momentum-transfer cross-section of real copper on argon at this energy may be nearer $0.1\ \mathrm{nm^2}$. The mean free path, the range and the relaxation times below are proportional to $1/\sigma$, so halving $\sigma$ acts like halving the pressure. The masses are 63.55 u and 39.95 u, so
\begin{equation}
\kappa=\frac{2(63.55)(39.95)}{(103.50)^2}=0.474 .
\end{equation}
The gas density is $n=p/kT=2.41\times10^{14}\ \mathrm{cm^{-3}}$, where $p$ is the pressure. The initial mean free path follows, with the thermal motion of the gas neglected beside $v_0$:
\begin{equation}
\lambda_0=\frac1{n\sigma}
=\frac{1}{(2.41\times10^{14})(2.0\times10^{-15})}\ \mathrm{cm}=2.07\ \mathrm{cm}.
\end{equation}
The initial speed is $v_0=\sqrt{2E_0/m_1}=3896$ m/s, and I hold the frequency at its initial value:
\begin{equation}
\nu=\frac{v_0}{\lambda_0}=1.88\times10^5\ \mathrm{s^{-1}},\qquad
\tau=\frac1{\kappa\nu}=11.2\ \mathrm{\mu s}.
\end{equation}

Q: An exponential never arrives. When would you call the copper thermal?

A: One must choose a criterion. I take the time $t_2$ at which the mean energy is twice its thermal value, $E_T=0.0517$ eV. Then the excess equals $E_T$, and
\begin{equation}
t_2=\tau\ln\frac{E_0-E_T}{E_T}
=11.2\,\ln\frac{4.948}{0.0517}\ \mathrm{\mu s}=51\ \mathrm{\mu s}.
\end{equation}
By then an atom has made $\nu t_2=9.6$ collisions on average. The range in (\ref{eq:range}) is $\ell=(103.50/39.95)\lambda_0=5.4$ cm, and at $t_2$ the mean displacement is 5.2 cm.

Your earlier contradiction is visible here too. After exactly ten collisions the mean energy is
\begin{equation}
0.0517+4.948\,(0.526)^{10}=0.0597\ \mathrm{eV},
\end{equation}
an excess of 0.008 eV. At the time when the average number is ten, the excess is $4.948\,e^{-4.74}=0.043$ eV, about five times as much.

Q: Did anyone follow individual atoms, or is this all averages of averages?

A: Random collision histories of 100\,000 atoms were simulated with these parameters, once with every atom at 5 eV and once with half at 2 eV and half at 8 eV. The mean energies in eV are:
\begin{center}
\begin{tabular}{ccccc}
\hline
$t/\tau$ & law & 5 eV & 2 and 8 eV & median, 5 eV\\
\hline
0.5 & 3.053 & 3.059 & 3.052 & 3.29\\
1 & 1.872 & 1.884 & 1.881 & 1.25\\
2 & 0.721 & 0.724 & 0.726 & 0.252\\
3 & 0.298 & 0.301 & 0.301 & 0.094\\
5 & 0.085 & 0.086 & 0.086 & 0.050\\
\hline
\end{tabular}
\end{center}
Both beams were tested against the law at all five times and agree within five standard errors of the simulated mean. The deviations are at most about 1\% of the law's value. The full numerical output follows this text.

Q: The median at $3\tau$ is a third of the mean. Your mean describes hardly anybody.

A: At that time it does not describe the typical atom. Chance enters twice: atoms differ in their number of collisions, and a single collision may take almost all of an atom's energy or almost none. A minority with few or mild collisions holds much of the energy. The mean is the right quantity for an energy budget, such as the heat given to the gas. It is the wrong one for asking what a typical atom is doing.

Q: Let me attack the constant frequency. You fixed $\nu$ at 3896 m/s and used it down to thermal speeds.

A: That is the most doubtful step in the example. Keep the cross-section at $0.20\ \mathrm{nm^2}$ instead, as for hard spheres. The collision frequency of a thermalized copper atom is then
\begin{equation}
\nu_T=n\sigma\sqrt{\frac{8kT}{\pi\mu}}=2.84\times10^4\ \mathrm{s^{-1}},
\end{equation}
because the relative velocity of two Maxwellian species is itself Maxwellian with mass $\mu$, and the root is its mean speed. This is 6.6 times below the constant $\nu$. A simulation with the hard-sphere frequency, everything else held fixed, reaches twice the thermal energy after 107 $\mu$s, which is 2.1 times $t_2$. The same sampling, started from equilibrium, kept the mean energy at $E_T$ within five standard errors and gave a counted frequency of $2.84\times10^4\ \mathrm{s^{-1}}$.

Q: Which of the two is nearer to real copper and argon?

A: I cannot settle that without their interaction potential. The power-law result $ng\sigma_m\propto g^{1-4/s}$ gives some guidance. For a repulsion steeper than $r^{-4}$ but softer than a hard wall, the frequency falls during slowing, though less than for hard spheres. I would therefore expect a time between 51 and 107 $\mu$s if the rates are matched at the initial speed. That is a conjecture, and it ignores the attraction that matters at thermal energies.

Q: My next complaint is the substrate. The atoms are supposed to land on it, yet your gas has no end.

A: The law describes atoms that all stay in the gas. Suppose an atom in a given state is removed at a rate $L$. With $N$ atoms present and total energy $S=N\langle E\rangle$, removal alone gives $dN/dt=-N\langle L\rangle$ and $dS/dt=-N\langle LE\rangle$. The quotient rule then yields
\begin{equation}
\left.\frac{d\langle E\rangle}{dt}\right|_{\rm loss}
=\frac1N\frac{dS}{dt}-\frac{S}{N^2}\frac{dN}{dt}
=-\bigl(\langle LE\rangle-\langle L\rangle\langle E\rangle\bigr).
\end{equation}
If removal is uncorrelated with energy, the law survives. If energetic atoms leave first, the survivors are colder than the law says.

Q: How much colder in your chamber?

A: The simulation was repeated with absorbing planes at the target and at 10 cm, with constant $\nu$. By $t_2=51\ \mathrm{\mu s}$, 8.3\% of the atoms had reached the substrate and 0.7\% had returned to the target. The atoms still in the gas had a mean energy of 0.075 eV, against 0.103 eV from the law.

The early arrivals had a mean energy of 2.2 eV. It would be a mistake to estimate that number by putting a flight time into the law. The direct flight takes $10\ \mathrm{cm}/v_0=26\ \mathrm{\mu s}$, and at that time the law gives
\begin{equation}
0.0517+4.948\,e^{-26/11.2}\approx0.5\ \mathrm{eV}.
\end{equation}
Early arrival favours atoms that have kept more energy than the average. The 2.2 eV is also not the mean energy of all depositing copper, since atoms that arrive after $t_2$ are not counted in it.

Q: What else did you leave out that could shift the 11 $\mu$s?

A: Two effects can be estimated once values are assumed for them. If scattering is forward-peaked with $c=0.3$ and $\nu$ is held fixed, the relaxation time becomes $11.2/0.7=16\ \mathrm{\mu s}$. If the gas is at 600 K instead of 400 K, at the same pressure and cross-section, its density falls by the factor $2/3$ and the relaxation time is 17 $\mu$s. The time to reach twice the new thermal energy is then 70 $\mu$s.

Inelastic collisions are harder to size. With the argon atom at rest, the energy available in the centre-of-mass frame is
\begin{equation}
\frac{\mu v_0^2}{2}=\frac{m_2}{M}E_0=1.93\ \mathrm{eV}.
\end{equation}
That is far below the roughly 12 eV needed to excite argon. It is above the lowest excited level of copper, at roughly 1.4 eV, so the first collisions could excite the copper atom. Energy conservation permits this; how probable it is, the model does not say.

Q: Then how does the whole picture stand beside a real magnetron?

A: The numbers here are one illustrative case, not a description of a particular machine. Real atoms leave the target with a broad spread of energies and directions. In an unbounded gas with a constant collision frequency, the energy spread would not matter to the mean. It does matter if the frequency depends on speed, and also if a substrate is present, because the fast atoms cross first. Two assumptions whose failure was simulated are the constant frequency and the absence of walls. Within the model's own numbers, the first can lengthen the thermalization time by a factor of about two, and the second lowers the mean energy of the remaining atoms by about a quarter at $t_2$ when all atoms start along the normal, and by less when the launch directions are spread.

Q: Could I at least use your range to choose a pressure? I want the copper to arrive gently.

A: As a first estimate, under stated conditions. At fixed gas temperature, initial energy and cross-section, $\ell$ is proportional to $1/p$. It rests on the constant collision frequency; if the frequency falls as the copper slows, the mean range is longer than $\ell$. Here $\ell$ is 5.4 cm, about half the gap, and still one atom in twelve reaches the substrate before $t_2$, with 2.2 eV on average. That fraction belongs to 5 eV atoms launched along the normal at constant $\nu$; it falls to about 3\% for a cosine distribution of launch directions and rises to about 15\% with the hard-sphere frequency. A mean range shorter than the gap is therefore not enough to keep energetic atoms off the film. The atoms that make no collision at all must be counted separately. For flight along the normal their fraction is $e^{-d/\lambda_0}$, with $d$ the gap. At 10 mTorr this is $e^{-10/2.07}\approx0.8\%$, and at 5 mTorr, with the same temperature and cross-section, it is $e^{-10/4.14}\approx9\%$. Those atoms land with their full 5 eV, whatever the mean energy of the others may be.

\section*{Computed results}
\begin{verbatim}
quadrature: worst error (reduced units) 1.8e-15
hard-sphere gain at E=3kT/2, m1=m2: 0.115 kT
Al in Ar: m1 = 26.98 u, kappa = 0.4812
Cu in Ar: m1 = 63.55 u, kappa = 0.4740
W in Ar: m1 = 183.84 u, kappa = 0.2933
Ar mass: 39.95 u
pressure: 10.0 mTorr
gas temperature: 400 K
cross-section (rough): 0.20 nm2
initial energy: 5.00 eV
target-substrate gap: 10.0 cm
gas density: 2.414e+14 cm^-3
initial speed: 3896 m/s
initial mean free path: 2.07 cm
collision frequency nu: 1.881e+05 s^-1
energy relaxation time: 11.21 us
thermal energy 3kT/2: 0.0517 eV
time to twice thermal: 51.1 us
mean collisions by then: 9.62
mean energy then: 0.1034 eV
energy after exactly 10 collisions: 0.0597 eV
t/tau, law, simulated mean, two-energy beam, median (eV):
 0.5  3.0530  3.0591  3.0523  3.2928
 1.0  1.8721  1.8840  1.8805  1.2547
 2.0  0.7214  0.7240  0.7264  0.2518
 3.0  0.2981  0.3009  0.3005  0.0942
 5.0  0.0850  0.0855  0.0859  0.0495
momentum relaxation time: 13.77 us
limiting mean forward range: 5.37 cm
mean displacement at twice thermal, law: 5.24 cm
same, simulated: 5.24 cm
Neglected effects:
hard-sphere thermal frequency: 2.837e+04 s^-1
same, counted: 2.840e+04 s^-1
hard-sphere time to twice thermal: 107 us
ratio to constant-frequency time: 2.10
relaxation time, mean cosine 0.3: 16.02 us
relaxation time, gas at 600 K: 16.82 us
time to twice thermal at 600 K: 69.8 us
With walls, up to the 400 K twice-thermal time:
 reached substrate: 8.3 %
 returned to target: 0.7 %
 mean energy on substrate arrival: 2.23 eV
 mean energy of atoms still in gas: 0.0754 eV
initial centre-of-mass energy: 1.93 eV
\end{verbatim}
